# How fast the tunnelling front advances into silica traps

**Question.** An electron in silicon, near the conduction-band edge, penetrates the adjoining silica with an amplitude that falls as \(e^{-\kappa x}\), where \(x\) is the distance from the interface and \(\kappa=5.9\ \mathrm{nm^{-1}}\). Empty traps are spread through the oxide. By how much does the depth of the traps that can be filled grow when the waiting time is multiplied by ten, and what does this advance depend on?

**Answer.** The answer rests on how the filling time of a trap depends on its depth. That dependence is derived first, for one trap, and then applied to a whole distribution.

### The decay constant and the barrier

In a uniform barrier of height \(\phi\) above the electron energy, the Schrödinger equation reads \(\psi''=\kappa^2\psi\), with

\[
\kappa=\frac{\sqrt{2m_{\rm ox}\phi}}{\hbar}.
\]

Here \(m_{\rm ox}\) is the effective mass in the oxide. For the round value \(m_{\rm ox}=0.42\,m_0\), with \(m_0\) the free-electron mass, \(\kappa=5.9\ \mathrm{nm^{-1}}\) corresponds to \(\phi=\hbar^2\kappa^2/(2m_{\rm ox})=3.16\) eV.

The constant \(\kappa\) belongs to the amplitude. The probability falls as \(e^{-2\kappa x}\), with the constant \(11.8\ \mathrm{nm^{-1}}\). Which of the two governs the filling time has to be shown.

### Exchange time of one trap

Model the trap as an attractive delta well at depth \(d\), and treat the motion normal to the interface. An electron placed in the trap leaks into silicon, so its state has a complex energy \(E\). Let \(k\) be the wavenumber in silicon, \(m_{\rm Si}\) the mass there, and \(q\) the decay constant in the oxide at energy \(E\). The wave leaving the trap is

\[
\psi=\begin{cases}
L\,e^{-ikx}, & x<0,\\
A\,e^{qx}+B\,e^{-qx}, & 0<x<d,\\
C\,e^{-q(x-d)}, & x>d.
\end{cases}
\]

With the time factor \(e^{-iEt/\hbar}\), the wave in silicon moves away from the oxide. At \(x=0\), \(\psi\) and \(\psi'/m\) are continuous:

\[
A+B=L,\qquad A-B=-i\eta L,\qquad \eta=\frac{k\,m_{\rm ox}}{q\,m_{\rm Si}}.
\]

Adding and subtracting these equations gives \(A=L(1-i\eta)/2\) and \(B=L(1+i\eta)/2\), so that

\[
r\equiv\frac{B}{A}=\frac{1+i\eta}{1-i\eta}.
\]

At the delta well \(\psi\) is continuous and \(\psi'\) jumps by an amount proportional to \(\psi(d)\). For an isolated trap the state is \(e^{-\kappa|x-d|}\), whose slope jumps by \(-2\kappa\psi(d)\). This fixes the strength of the well. The conditions at \(x=d\) are therefore

\[
C=Ae^{qd}+Be^{-qd},
\]
\[
-qC-q\left(Ae^{qd}-Be^{-qd}\right)=-2\kappa C .
\]

Inserting \(C\) on the left of the second condition cancels the \(B\) terms and leaves \(-2qAe^{qd}\). Inserting it on the right and dividing by \(-2Ae^{qd}\) gives

\[
q=\kappa\left(1+r\,e^{-2qd}\right).
\]

The factor 2 in the exponent comes from a round trip: the wave travels from the trap to the interface and back.

Let the trap be deep enough that \(e^{-2\kappa d}\ll1\) and that the energy shift found below is small compared with the electron's energy above the silicon band edge. Then \(k\) keeps its unperturbed value, and \(q\) may be replaced by \(\kappa\) in the exponent and in \(\eta\), so \(q^2\simeq\kappa^2(1+2re^{-2\kappa d})\). The energy lies \(\hbar^2q^2/(2m_{\rm ox})\) below the barrier top. Its shift from the isolated level is thus

\[
\delta E\simeq-\frac{\hbar^2\kappa^2}{m_{\rm ox}}\,r\,e^{-2\kappa d}
=-2\phi\,r\,e^{-2\kappa d}.
\]

Writing \(r=(1+i\eta)^2/(1+\eta^2)\) shows that \(\mathrm{Im}\,r=2\eta/(1+\eta^2)\). The probability in the trap decays as \(e^{2\,\mathrm{Im}E\,t/\hbar}=e^{-\Gamma t/\hbar}\), with

\[
\Gamma=-2\,\mathrm{Im}\,E\simeq\frac{8\phi\,\eta}{1+\eta^2}\,e^{-2\kappa d}.
\]

The exchange time \(\tau=\hbar/\Gamma\) consequently has the form

\[
\tau(x)=\tau_0\,e^{2\kappa x}.
\]

The formulas below use this form right up to the interface, where it is an extrapolation.

For \(m_{\rm Si}=0.9\,m_0\) and an electron 0.05 eV above the silicon band edge, \(\eta=0.086\) and the prefactor of \(\Gamma\) is 2.16 eV. Solving the matching conditions numerically for the complex energy gives \(\Gamma=1.617\times10^{-5}\) eV at 1 nm and \(1.214\times10^{-10}\) eV at 2 nm. The ratio is \(1.33\times10^{5}\), in agreement with \(e^{11.8}\).

### From exchange time to advance per decade

Let \(f\) be the occupation of a trap and \(f_{\rm Si}\) that of the silicon states at the same energy. Filling requires an occupied silicon state and an empty trap; emptying requires the reverse. For a single trap state without spin degeneracy,

\[
\frac{df}{dt}=\frac{f_{\rm Si}(1-f)-(1-f_{\rm Si})f}{\tau}
=\frac{f_{\rm Si}-f}{\tau}.
\]

Take the trap level well below the silicon Fermi level, so that \(f_{\rm Si}\simeq1\), and start with an empty trap. Then

\[
f(x,t)=1-e^{-t/\tau(x)}.
\]

For a level above the silicon band edge, \(f_{\rm Si}\simeq1\) requires strongly degenerate silicon. With a uniform barrier this means heavy doping, because a strong accumulation layer comes with an oxide field, which raises the advance as described below. At room temperature, \(f_{\rm Si}=0.9\) for a level 0.05 eV above the band edge needs an electron density near \(2\times10^{20}\ \mathrm{cm^{-3}}\). In a classical estimate of the accumulation layer this takes an oxide field of about 0.5 V/nm; a field of 0.1 V/nm gives only \(f_{\rm Si}\approx0.07\). A smaller constant \(f_{\rm Si}\) would multiply \(f\) by \(f_{\rm Si}\) at every depth and leave the advance per decade unchanged.

Define the front depth \(x_f\) by \(\tau(x_f)=t\). There the occupation is \(1-1/e=0.632\). Taking the logarithm of \(\tau_0e^{2\kappa x_f}=t\) gives

\[
x_f(t)=\frac{\ln(t/\tau_0)}{2\kappa}.
\]

The advance in one decade is the difference between two such depths, in which \(\tau_0\) cancels:

\[
\Delta x=x_f(10t)-x_f(t)=\frac{\ln10}{2\kappa}
=\frac{2.303}{11.8\ \mathrm{nm^{-1}}}=0.195\ \mathrm{nm}.
\]

The accessible depth therefore grows by about 0.2 nm per decade. Had \(5.9\ \mathrm{nm^{-1}}\) been the decay constant of the probability, the result would have been 0.39 nm, so a quoted constant must say which quantity it describes.

In terms of the barrier,

\[
\Delta x=\frac{\hbar\ln10}{2\sqrt{2m_{\rm ox}\phi}}\ \propto\ \frac{1}{\sqrt{m_{\rm ox}\phi}} .
\]

For this parabolic relation, a barrier lower by a small fraction raises the advance by half that fraction, to leading order. The electron lies about 3 eV into an oxide gap \(E_g\) of about 9 eV, where the parabolic form is only approximate. A two-band form, \(\kappa^2\propto\phi(1-\phi/E_g)\), with the same \(\kappa\) reduces the factor from 0.5 to about 0.23. The result \(\ln10/(2\kappa)\) itself does not depend on this choice. Motion along the interface has a weak effect as long as its wavenumber is small compared with \(\kappa\). At fixed total energy, a conserved transverse wavenumber \(k_t\) changes \(\kappa\) to \(\sqrt{\kappa^2+k_t^2}\), which for \(k_t=0.5\ \mathrm{nm^{-1}}\) is a rise of 0.36 percent. This value suits the two valleys that lie along the normal of a (100) surface. The other four valleys are centred at \(k_t\approx9.8\ \mathrm{nm^{-1}}\), larger than \(\kappa\); if \(k_t\) were conserved, their decay constant would be about \(11.5\ \mathrm{nm^{-1}}\). How far it is conserved at an amorphous oxide lies outside this model.

### Depths and times

Absolute depths do require \(\tau_0\). The resonance model gives \(\hbar/(2.16\ \mathrm{eV})=3.05\times10^{-16}\) s for purely elastic exchange. If capture also needs a rearrangement of the lattice around the trap, \(\tau_0\) can be much longer. The round value \(\tau_0=10^{-10}\) s is used here as a model input. At \(t=1\) s,

\[
x_f=\frac{\ln(10^{10})}{11.8\ \mathrm{nm^{-1}}}
=10\times0.1951\ \mathrm{nm}=1.95\ \mathrm{nm}.
\]

The front is at 0.78 nm after \(10^{-6}\) s, at 2.54 nm after \(10^3\) s and at 3.51 nm after \(10^8\) s. Conversely, it takes \(1.3\times10^{-5}\) s to reach 1 nm, 1.8 s to reach 2 nm and \(2.4\times10^5\) s to reach 3 nm. Each further nanometre costs a factor \(1.33\times10^5\) in time.

The choice of \(\tau_0\) moves all these depths together. The elastic value is shorter by a factor of about \(3.3\times10^5\), which is about 2.5 times the factor for one nanometre. Because depth depends on the logarithm of this factor, the front would lie only a little over 1 nm deeper at every time. The advance per decade would be the same.

### Width of the front and number of filled traps

The front is not sharp. The depth at which the occupation equals \(p\) follows from \(t/\tau(x)=-\ln(1-p)\):

\[
x_p=x_f-\frac{\ln[-\ln(1-p)]}{2\kappa}.
\]

The distance between 90 and 10 percent filling is then

\[
x_{0.1}-x_{0.9}=\frac{1}{2\kappa}\ln\frac{\ln10}{\ln(10/9)}=0.26\ \mathrm{nm}.
\]

This exceeds the advance in one decade. The profile keeps its shape while it moves, but the layers associated with successive decades overlap, and 0.2 nm is not a depth resolution.

For a uniform trap density \(N\) in an oxide of thickness \(w\), the number filled per area is \(n=N\int_0^w f\,dx\). Substitute \(u=(t/\tau_0)e^{-2\kappa x}\), for which \(dx=-du/(2\kappa u)\):

\[
n=\frac{N}{2\kappa}\int_{t/\tau(w)}^{t/\tau_0}\frac{1-e^{-u}}{u}\,du .
\]

Both limits are proportional to \(t\), so differentiation gives

\[
\frac{dn}{d\ln t}=\frac{N}{2\kappa}\left[e^{-t/\tau(w)}-e^{-t/\tau_0}\right].
\]

For \(\tau_0\ll t\ll\tau(w)\) the bracket is close to 1, and each decade adds \(N\Delta x\). With \(N=10^{18}\ \mathrm{cm^{-3}}\) this is

\[
10^{18}\ \mathrm{cm^{-3}}\times1.95\times10^{-8}\ \mathrm{cm}
=1.95\times10^{10}\ \mathrm{cm^{-2}}.
\]

The bracket also shows the two ends of the logarithmic law. For \(t\ll\tau_0\) the front has not left the interface, and for \(t\gg\tau(w)\) all traps are full. In both cases the growth per decade vanishes.

### Traps with different prefactors

Suppose \(\tau_0\) varies from trap to trap, independently of depth. Each group with a given \(\tau_0\) obeys the last formula. Once \(t\) is much longer than the largest \(\tau_0\), while the far side is still out of reach, every group contributes the same growth, and so does their average.

For prefactors spread evenly on a logarithmic scale from \(10^{-12}\) to \(10^{-8}\) s, the filled depth averaged over the groups grows by 0.195 nm between 1 and 10 s. Between \(10^{-10}\) and \(10^{-9}\) s it grows by 0.133 nm, because the term \(e^{-t/\tau_0}\) is still appreciable for the slow groups.

The rate of growth thus survives the spread, but the reading of time as depth does not. A trap filled at a given time may be a deep one with a short prefactor or a shallow one with a long prefactor. If \(\tau_0\) varied systematically with depth, the advance itself would change.

### An oxide field, and the second electrode

A field \(F\) that pulls electrons into the oxide lowers the barrier to \(\phi-eFx\). If the barrier varies slowly, the exponent \(2\kappa x\) becomes \(2\int_0^x\kappa(x')\,dx'\), with

\[
\kappa(x)=\kappa\sqrt{1-\frac{eFx}{\phi}} .
\]

Differentiating \(\ln(t/\tau_0)=2\int_0^{x_f}\kappa(x')\,dx'\) gives \(dx_f/d\ln t=1/[2\kappa(x_f)]\), so the local advance is \(\ln10/[2\kappa(x_f)]\) per decade, if the slow change of the prefactor with depth is neglected. This assumes that the traps being filled are those level with the electron energy at their own depth.

For \(F=0.1\) V/nm the barrier at 2 nm is lower by 0.2 eV. Then \(\kappa(x)=5.71\ \mathrm{nm^{-1}}\), and the advance is 0.202 nm per decade, about 3 percent more than without the field. The Airy solution for the tilted barrier gives a logarithmic slope of the penetrating probability of magnitude \(11.40\ \mathrm{nm^{-1}}\), against \(2\kappa(x)=11.42\ \mathrm{nm^{-1}}\). The exchange time is corrected the other way. For the delta-well trap the prefactor of \(\Gamma\) goes as \(\kappa(x)^2\), which adds \(eF/(\phi-eFx)=0.034\ \mathrm{nm^{-1}}\) and gives a slope of \(11.45\ \mathrm{nm^{-1}}\), or 0.201 nm per decade. Both corrections are a few tenths of a percent at this field. With the two-band dispersion the rise due to the field would be about 1.6 percent instead of 3.

A thin oxide sets a stronger limit. The calculation counts exchange with silicon alone. In an oxide 5 nm thick, traps beyond 2.5 nm are closer to the gate. If the gate exchanges electrons with a similar \(\tau_0\) and \(\kappa\), those traps respond to it sooner than to silicon. With \(\tau_0=10^{-10}\) s the silicon front reaches this midpoint after about 650 s (about 2 ms with the elastic \(\tau_0\)), so the later depths quoted above apply to a gate that exchanges no charge, or to a thicker oxide.

## Values computed for the example and the checks

```
amplitude decay constant: 5.9 1/nm
probability decay constant: 11.8 1/nm
oxide effective mass: 0.42 electron masses
implied barrier: 3.158 eV
ln(10): 2.3026
advance per decade: 0.1951 nm
advance if 5.9/nm were for probability: 0.3903 nm
time factor for 1 nm more depth: 1.333e+05
transverse wavenumber: 0.5 1/nm
resulting rise of kappa: 0.36 percent
silicon mass in resonance model: 0.9 electron masses
energy above silicon band edge: 0.05 eV
eta in resonance model: 0.0860
resonance width prefactor: 2.156 eV
bare resonance time prefactor: 3.05e-16 s
matched resonance width at 1.0 nm: 1.617e-05 eV
matched resonance width at 1.5 nm: 4.432e-08 eV
matched resonance width at 2.0 nm: 1.214e-10 eV
advance from matched resonances: 0.1951 nm
model tau0: 1.0e-10 s
front depth at 1e-06 s: 0.781 nm
front depth at 1e-03 s: 1.366 nm
front depth at 1e+00 s: 1.951 nm
front depth at 1e+03 s: 2.537 nm
front depth at 1e+08 s: 3.512 nm
time to reach 1 nm: 1.33e-05 s
time to reach 2 nm: 1.78e+00 s
time to reach 3 nm: 2.37e+05 s
occupancy at front depth: 0.632
10-90 percent front width: 0.261 nm
oxide thickness: 5.0 nm
trap density: 1.0e+18 1/cm^3
mean filled depth at 1 s: 2.000 nm
offset gamma/(2 kappa): 0.049 nm
sheet density filled per decade: 1.95e+10 1/cm^2
tau0 spread: 1e-12 to 1e-08 s
spread tau0, advance 1 to 10 s: 0.1951 nm
spread tau0, advance 1e-10 to 1e-9 s: 0.1326 nm
oxide field: 0.1 V/nm
local kappa with field at 2 nm: 5.710 1/nm
Airy probability slope there: 11.403 1/nm
advance per decade there: 0.2016 nm
```
